\section*{When the ground-state curve fails in a close atomic collision}

\section{The decision in an implantation calculation}

A simulation of ion implantation needs a rule for each close collision. The simplest lets the two nuclei repel along the ground-state potential curve and returns all the potential energy to their motion. The alternative adds a branch: inside a certain distance the collision may end with an inner-shell vacancy, and the atoms separate with less kinetic energy. The choice requires the distance, the probability of the branch and the energy it removes.

The belief behind the first rule is that electrons are fast and nuclei slow, so the electrons remain in their lowest state. Take silicon on silicon at 50 keV, with the target at rest. The relative speed is 0.268 atomic units. An electron bound by 96 eV has the speed scale $\sqrt{2|\epsilon|}\approx2.7$ atomic units, ten times larger. That comparison is sound while a wide energy gap separates the occupied and empty states. It fails where the gap nearly closes.

\section{Why the orbital rises}

Atomic units are used in the algebra. Let one electron move in the frozen, screened fields of two equal nuclei at separation $R$:
\begin{equation}
H_{\rm el}=-\frac{\nabla^2}{2}-\frac{Z e^{-r_1/a}}{r_1}-\frac{Z e^{-r_2/a}}{r_2}.
\end{equation}
Here $r_1,r_2$ are the distances to the nuclei and $a$ is the screening length. Consider $\sigma$ orbitals that change sign under inversion. Far apart, the 1s, 2s and 2p levels each supply one, so the third grows out of 2p. In the united atom, odd inversion symmetry requires odd angular momentum. The first two levels are then 2p and 3p, and the third has principal quantum number 4.

Without screening, this changes nothing in energy between the two ends:
\begin{equation}
-\frac{(2Z)^2}{2\cdot4^2}=-\frac{4Z^2}{32}=-\frac{Z^2}{8}
=-\frac{Z^2}{2\cdot2^2}.
\end{equation}
The doubled charge compensates for the doubled quantum number. Screening spoils the compensation, because the larger $n=4$ orbital lies where the attraction is weak.

For a model in the silicon regime, choose $Z=14$ and $a=0.24$ angstrom. Diagonalizing $H_{\rm el}$ in Laguerre and Legendre functions of spheroidal coordinates gives an atomic 2p level of $-96.1$ eV. The promoted level is at $-92.0$ eV for $R=0.70$ angstrom and $-51.7$ eV for 0.50 angstrom. At 0.40 angstrom the basis yields no bound third level.

Place an empty level at $\epsilon_v=-5$ eV. It is added by hand, since the screened atom binds no s or p level above 2p, and it is taken to have the same symmetry as the promoted orbital, so that radial motion can couple the two. The promoted level reaches it at $R_x=0.420$ angstrom. In the frozen-orbital picture, moving one electron from the promoted orbital $\epsilon(R)$ to the empty level costs
\begin{equation}
D(R)=\epsilon_v-\epsilon(R).
\end{equation}
For separated atoms this is $Q=-5.0+96.1=91.1$ eV. At $R_x$ it vanishes with slope $F=dD/dR=727$ eV/angstrom.

\section{What the ground-state curve assumes}

Let configuration 1 keep the promoted electron, and let configuration 2 have it in the empty level. Measured from configuration 1, with a real coupling $h$, their energy matrix is
\begin{equation}
\begin{pmatrix}0&h\\h&D\end{pmatrix}.
\end{equation}
Its eigenvalues obey $\lambda(\lambda-D)-h^2=0$, hence
\begin{equation}
\lambda_\pm=\frac D2\pm\sqrt{\frac{D^2}{4}+h^2}.
\end{equation}
For $D\gg h$ the lower state is mainly configuration 1; for $D\ll-h$ it is mainly configuration 2. Following the ground curve therefore means transferring the electron on the way in and taking it back on the way out. With the chosen $h=5$ eV, the smallest gap is $2h=10$ eV. The nuclei may cross this region too fast for the transfer.

\section{One passage through the crossing}

Near $R_x$, take constant radial speed $v_r$ and a linear gap. On the way in, $D=-\alpha t$ with $\alpha=Fv_r>0$. The amplitudes $c_1,c_2$ obey
\begin{equation}
i\dot c_1=hc_2,\qquad i\dot c_2=hc_1+Dc_2.
\end{equation}
The first equation gives $c_2=i\dot c_1/h$. Inserting this in the second gives $-\ddot c_1/h=hc_1+iD\dot c_1/h$. Multiplication by $-h$ and use of $D=-\alpha t$ lead to
\begin{equation}
\ddot c_1-i\alpha t\,\dot c_1+h^2c_1=0.
\end{equation}

At large $|t|$ one solution behaves as $t^\nu$. Its second derivative is smaller by $t^{-2}$, so the leading terms require $-i\alpha\nu+h^2=0$, or $\nu=-ih^2/\alpha$. The other solution contains $e^{i\alpha t^2/2}$ and carries the amplitude of configuration 2. Starting in configuration 1 selects pure $t^\nu$ at $t\to-\infty$.

To reach positive times, continue along a large arc $t=re^{i\theta}$ from $\theta=\pi$ to 0. The oscillating solution has magnitude governed by $e^{-\alpha r^2\sin(2\theta)/2}$. It would dominate for $\pi/2<\theta<\pi$, but its coefficient there is zero. For $0<\theta<\pi/2$ it is exponentially small, so it cannot alter the coefficient of $t^\nu$. That coefficient is thus the same at both ends. Since $|t^\nu|=1$ at $\theta=0$, while at $\theta=\pi$
\begin{equation}
|t^\nu|=|e^{i\pi\nu}|=e^{\pi h^2/\alpha},
\end{equation}
the amplitude of configuration 1 shrinks by $e^{-\pi h^2/\alpha}$. Squaring gives the Landau--Zener probability of keeping that configuration:
\begin{equation}
p=\exp\left(-\frac{2\pi h^2}{Fv_r}\right).
\end{equation}

\section{The complete collision}

The system crosses $R_x$ twice. A vacancy results if the electron changes configuration once, on the way in or on the way out. Each route has probability $p(1-p)$. If $\chi$ is their relative phase, the coherent result is
\begin{equation}
P(\chi)=p(1-p)|1+e^{i\chi}|^2=2p(1-p)(1+\cos\chi).
\end{equation}
Averaging over a uniformly distributed phase removes the cosine:
\begin{equation}
P=2p(1-p).
\end{equation}

This vanishes in both extremes. For very slow passage $p\to0$, and the electron transfers and returns. For very fast passage $p\to1$, and it stays in the promoted orbital throughout. In the fast case the system ends in its ground state without having followed the ground curve inside $R_x$. Setting $dP/dp=2-4p=0$ gives the maximum, $P=1/2$ at $p=1/2$. Promotion therefore permits a vacancy but does not guarantee one.

A real solid may offer many empty levels. Let $N$ closely spaced levels have equal $p$, and let phases average out. The outermost crossing is met first going in and last coming out. If $f_N$ is the probability of return to the promoted orbital,
\begin{equation}
f_N=p^2f_{N-1}+(1-p)^2,\qquad f_0=1.
\end{equation}
The first term passes the outer level twice; the second is capture there and recapture from it. The fixed point is $f_*=(1-p)^2/(1-p^2)=(1-p)/(1+p)$, and subtracting it gives $f_N-f_*=p^2(f_{N-1}-f_*)$. Hence
\begin{equation}
P_N=1-f_N=\frac{2p}{1+p}\left(1-p^{2N}\right).
\end{equation}
For $N=1$ this returns $2p(1-p)$. Now hold the total single-pass survival $p_{\rm tot}=p^N$ fixed while $N\to\infty$. Then $p\to1$ and $P_N\to1-p_{\rm tot}^2$. In this dense-band limit strong total coupling leaves a vacancy, whereas one isolated level would restore the electron. The band must be wide enough for the phases to average; levels at one common energy would act together as a single level and also restore the electron.

\section{Which collisions reach the crossing}

Let $E$ be the centre-of-mass energy, $\mu$ the reduced mass, $b$ the impact parameter and $v_0$ the initial relative speed. Angular momentum is $\mu v_0b$, so energy conservation reads
\begin{equation}
E=\frac{\mu v_r^2}{2}+\frac{\mu v_0^2b^2}{2R^2}+V(R).
\end{equation}
Dividing by $E=\mu v_0^2/2$ and setting $R=R_x$ gives
\begin{equation}
v_r^2=v_0^2\left(1-\frac{V(R_x)}E-\frac{b^2}{R_x^2}\right).
\end{equation}
The crossing is reached for $b<b_m$, where $b_m^2=R_x^2[1-V(R_x)/E]$. Let $v_m=v_0b_m/R_x$ be the head-on speed there, and define $u=v_r/v_m$. Then $u^2=1-b^2/b_m^2$ and $b\,db=-b_m^2u\,du$. With $g=2\pi h^2/(Fv_m)$, the cross section is
\begin{align}
\sigma&=\int_0^{b_m}2\pi b\,2p(1-p)\,db\\
&=4\pi b_m^2\int_0^1u\left(e^{-g/u}-e^{-2g/u}\right)du.
\end{align}
Substituting $s=1/u$ turns $\int_0^1ue^{-g/u}du$ into $\int_1^\infty e^{-gs}s^{-3}ds=E_3(g)$. Therefore
\begin{equation}
\sigma=4\pi b_m^2\left[E_3(g)-E_3(2g)\right].
\end{equation}
At small $g$, $E_3(g)\approx1/2-g$, so $\sigma\approx4\pi b_m^2g$. Once $b_m$ is nearly constant, this limiting form falls as $1/v_0$. The limit is approached slowly: in the 50 keV example below, the limiting form is still a third too large.

\section{What the model gives at 50 keV}

The Ziegler--Biersack--Littmark potential gives $V(R_x)=752$ eV. For equal masses and a resting target, $E$ is half the laboratory energy, so the head-on threshold is about 1.5 keV in the laboratory. A 50 keV ion is far above it.

At the crossing $v_m=0.2643$ atomic units, or $\hbar v_m=3.81$ eV angstrom. Restoring $\hbar$,
\begin{equation}
g=\frac{2\pi(5)^2}{727\times3.81}=0.0567,
\qquad p=e^{-g}=0.945.
\end{equation}
Thus the phase-averaged head-on vacancy probability is $2(0.945)(0.055)=0.104$; for a definite phase $\chi$ the linear-gap formula puts it between zero and twice this value. The computed gap is not quite linear: its slope falls to about 620 eV/angstrom at 0.45 angstrom, and nearly head-on trajectories reach about 0.22. The ground-curve rule assigns zero. At one tenth of this crossing speed, with $h$ and $F$ fixed, $p=0.567$ and the phase-averaged probability rises to 0.49. Greater speed does not mean greater excitation here.

With $b_m=0.414$ angstrom, the cross section is 0.092 angstrom$^2$. Dividing by $\pi b_m^2=0.537$ angstrom$^2$ gives a mean probability of 0.17. It exceeds the head-on value because off-centre collisions cross $R_x$ with lower radial speed, which raises $2p(1-p)$ while $p>1/2$.

A vacancy changes the energy balance to $E_1+E_2=E_0-Q$, where $E_0$ is the laboratory energy and $E_1,E_2$ are the outgoing kinetic energies. For equal masses, squaring momentum conservation gives $E_0=E_1+E_2+2\sqrt{E_1E_2}\cos\beta$, with $\beta$ the angle between the outgoing atoms. Hence
\begin{equation}
\cos\beta=\frac{Q}{2\sqrt{E_1E_2}}.
\end{equation}
When the outgoing energies are equal, $\beta=89.9^\circ$ instead of the elastic $90^\circ$.

For a rough density of 0.05 atoms per cubic angstrom, the mean energy put into vacancies is
\begin{equation}
0.05\times0.0918\times91.1=0.42\ \text{eV/angstrom}.
\end{equation}
Classical trajectories in the same nuclear potential, for $b<1.3$ angstrom, give a nuclear loss of 34 eV/angstrom. The vacancy loss is about 1.2 percent of that. In this model it is a small correction to mean slowing, but omitting it removes the whole vacancy signal and its discrete energy loss.

\section{How far the model can be trusted}

The model's 2p binding near 100 eV is of the right size for silicon. The coupling and the single empty level are model choices. Another simplification concerns the inner part of the gap. By linear extrapolation the promoted level becomes unbound only $5/727=0.007$ angstrom inside $R_x$, yet the calculation continues it as a discrete level. This matters because at 50 keV the transition is spread over a distance of about $\sqrt{\hbar Fv_m}/F=0.07$ angstrom, ten times larger, so much of it takes place where the level has already entered the continuum. Direct escape into the continuum is omitted, and its effect on the cross section has not been computed. The value 0.092 angstrom$^2$ is therefore not a prediction for silicon.

Other changes can be sized within the model. In the phase-averaged formula, sharing the same total coupling over a dense band raises the cross section to 0.100 angstrom$^2$. That averaging needs a band much wider than $\hbar$ divided by the 0.15 fs spent inside $R_x$, about 4 eV, while only 5 eV lie between $\epsilon_v$ and the continuum; with phases kept, a band 5 eV wide gives the same cross section as a single level. Integrating the two amplitudes along the classical trajectories, with phases kept and $D$ extended linearly inside $R_x$, gives about 0.11 angstrom$^2$; of this, roughly 0.01 comes from collisions with $b>b_m$. Changing $a$ by 5 percent either way moves the laboratory threshold between 1.2 and 1.8 keV. If two electrons in the promoted orbital act independently and their phases are averaged separately, the head-on chance of at least one vacancy is $1-(1-0.104)^2=0.20$. If they share the same phase, averaging $1-[1-P(\chi)]^2$ gives $2P-3P^2/2=0.19$ with $P=0.104$. For a rough vacancy width of 0.05 eV, the lifetime is 13 fs, against 0.15 fs spent inside $R_x$, so decay during the encounter is minor.

In a nearly head-on collision one repulsive curve can still serve for the nuclear motion. At the head-on closest approach, 0.067 angstrom, the extrapolated configuration gap is 1 percent of the centre-of-mass energy. This does not settle off-centre collisions that turn inside $R_x$: there the nuclear potential is itself a small part of that energy, and the forces in the two configurations differ by $F$, against a nuclear force of about 4700 eV/angstrom at $R_x$. With the linearly extended gap, replacing $V$ by $V+\lambda_-$ lowers the energy transfer by less than 1 percent for $b\le0.05$ angstrom, by 6 percent at 0.2 angstrom and by 12 percent at 0.3 angstrom. The nuclear loss falls from 34.4 to 33.5 eV/angstrom, a shift twice as large as the vacancy loss, so a simulation of ranges should test the choice of curve before keeping one potential. For vacancy production or the energy spectrum of scattered atoms, collisions that reach $R_x$ need an inelastic branch, with $R_x$, the couplings and continuum loss calculated for the actual pair. Collisions that stay well outside $R_x$ do not need this particular branch; other electronic losses must be judged separately.
